# Why optical ionisation of a trap usually costs more than thermal ionisation

Suppose that an optical experiment on an insulating film gives 1.37 eV as the photon energy that lifts a trapped electron to the conduction-band edge, and that this number is then used as the trap depth in a leakage calculation. Trap-controlled conduction depends on the Boltzmann factor of the depth. If the thermal depth is really 1.00 eV, the density of free carriers calculated at 300 K for a given trap occupation is too small by a factor of about two million. Neither energy need have been measured badly. They answer different questions: the photon energy refers to a lattice that has had no time to move, the thermal energy to one that has settled.

## Two energies from two curves

Let $Q$ stand for the positions of the nuclei near the trap. Electrons respond much faster than nuclei, so for each $Q$ there is a definite energy of the electrons plus the static lattice. Two such energies are needed:

- $U_t(Q)$, with the electron in the trap;
- $U_i(Q)$, with the trap ionised and the electron at rest at the conduction-band edge, far away.

Let their minima lie at $Q_t$ and $Q_i$. The thermal ionisation energy compares the two settled states:
$$E_{th}=U_i(Q_i)-U_t(Q_t).$$

A photon changes the electronic state while the nuclei hardly move. On the energy diagram the transition is vertical: it starts at $Q_t$ and ends at $Q_t$. Its energy is
$$E_{opt}=U_i(Q_t)-U_t(Q_t).$$

Subtraction removes the common term $U_t(Q_t)$:
$$E_{opt}-E_{th}=U_i(Q_t)-U_i(Q_i)\ge 0.$$

The sign follows because $Q_i$ is the lowest point of $U_i$, so no other point can lie below it. This difference is the Franck-Condon energy. It vanishes if the old lattice position is also the lowest point of the new curve. Ionisation then exerts no force on the lattice, but zero force alone is not enough: $Q_t$ could be a maximum or a higher local minimum of $U_i$, and $E_{opt}$ would then still exceed $E_{th}$. The argument assumes nothing about the shape of the curves, but it does require both energies to refer to the same final electronic state.

The energy is not lost. After the vertical transition the nuclei move towards $Q_i$ and pass the excess to lattice vibrations as heat. The photon has paid for the settled ionised state and for this heat as well.

## A solvable lattice

To obtain numbers, take one effective vibrational mode. Assume that ionisation shifts its equilibrium position but leaves its stiffness unchanged. Scale the coordinate so that $q=0$ is the settled full trap and $q=1$ the settled empty trap. With the bottom of the first curve as the zero of energy,
$$U_t=E_Rq^2,\qquad U_i=E_{th}+E_R(q-1)^2.$$

The vertical energy is the value of the second curve at $q=0$:
$$E_{opt}=U_i(0)-U_t(0)=E_{th}+E_R.$$

Thus $E_R$ is the Franck-Condon energy of the model. The reverse optical process, radiative capture by a settled empty trap, starts at $q=1$ and gives a photon of energy
$$U_i(1)-U_t(1)=E_{th}-E_R.$$

Now the full trap is left in a strained lattice, so the photon carries away less than $E_{th}$. The two photon energies differ by the Stokes shift $2E_R$, and the thermal energy lies midway between them. The midpoint rule relies on equal stiffness; the inequality of the previous section does not.

## Where the relaxation energy comes from

In a polar dielectric part of $E_R$ can be calculated. Let the trap be neutral when full and carry charge $+e$ when empty. Treat the empty trap as a charged sphere of radius $a$ in a uniform medium. The medium has permittivity $\varepsilon_\infty$ when its electrons alone respond, and $\varepsilon_s$ when its nuclei respond too.

Outside the sphere the displacement field is $D=e/(4\pi r^2)$, fixed by the charge. Let the slow, nuclear polarisation be $P=sD$. Since $D=\varepsilon_0\varepsilon_\infty E+P$, the electric field is
$$E=\frac{(1-s)D}{\varepsilon_0\varepsilon_\infty}.$$

In equilibrium the slow polarisation must obey $P=\varepsilon_0\chi E$ with $\chi=\varepsilon_s-\varepsilon_\infty$, so that the total permittivity is $\varepsilon_s$. An elastic energy density $P^2/(2\varepsilon_0\chi)$ gives this response, as the minimisation below confirms. Adding the energy $\varepsilon_0\varepsilon_\infty E^2/2$ of the field and the fast polarisation gives
$$u=\frac{D^2}{2\varepsilon_0}\left[\frac{(1-s)^2}{\varepsilon_\infty}+\frac{s^2}{\chi}\right].$$

Immediately after a vertical ionisation $s=0$, and the bracket is $1/\varepsilon_\infty$. Relaxation minimises the bracket:
$$-\frac{2(1-s)}{\varepsilon_\infty}+\frac{2s}{\chi}=0
\quad\Rightarrow\quad s=\frac{\chi}{\varepsilon_\infty+\chi}=1-\frac{\varepsilon_\infty}{\varepsilon_s}.$$

Then $1-s=\varepsilon_\infty/\varepsilon_s$ and $s=\chi/\varepsilon_s$, so the bracket becomes
$$\frac{\varepsilon_\infty}{\varepsilon_s^2}+\frac{\chi}{\varepsilon_s^2}=\frac{1}{\varepsilon_s}.$$

It remains to integrate the common factor over the space outside the sphere:
$$\int_a^\infty\frac{1}{2\varepsilon_0}\left(\frac{e}{4\pi r^2}\right)^2 4\pi r^2\,dr
=\frac{e^2}{8\pi\varepsilon_0}\int_a^\infty\frac{dr}{r^2}
=\frac{e^2}{8\pi\varepsilon_0a}.$$

The energy released by relaxation is therefore
$$E_R=\frac{e^2}{8\pi\varepsilon_0a}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right).$$

The energy is quadratic in $P$, and the coefficient of $P^2$ is the same whether the trap is charged or neutral: the charge adds a term linear in $P$ and a constant. This is the equal-stiffness assumption of the two parabolas. If $\varepsilon_s=\varepsilon_\infty$, the nuclei do not contribute to screening and this part of the Franck-Condon energy disappears.

Take $\varepsilon_\infty=2.0$, $\varepsilon_s=2.9$, $a=0.30$ nm and $E_{th}=1.00$ eV. With $e^2/(4\pi\varepsilon_0)=1.440$ eV nm, the prefactor is $1.440/(2\times0.30)=2.400$ eV. The field energy is $2.400/2.0=1.200$ eV before relaxation and $2.400/2.9=0.828$ eV after it. Hence
$$E_R=1.200-0.828=0.372\ \text{eV},\qquad E_{opt}=1.000+0.372=1.372\ \text{eV}.$$

The corresponding photon wavelengths are 1240 nm for $E_{th}$ and 903 nm for $E_{opt}$. Radiative capture would give a photon of $1.000-0.372=0.628$ eV.

## What the photon energy means when nuclei are quantum objects

Nuclei have zero-point motion, so they do not sit exactly at $q=0$. For curves of equal stiffness the vertical energy survives as a mean; a 20% difference in frequency would move the mean about 0.01 eV away from it. Let $H_t$ and $H_i$ be the lattice Hamiltonians for the two curves. They share the same kinetic energy. Let $|m\rangle$ be a vibrational state of the full trap with energy $E_m$, and $|n\rangle$ one of the empty trap with energy $E_n'$. Assume that the electronic part of the transition does not depend on $q$. The lattice state is then unchanged at the moment of transition, and level $n$ is reached with weight $|\langle n|m\rangle|^2$. Since the states $|n\rangle$ are complete, the mean photon energy is
$$\sum_n|\langle n|m\rangle|^2(E_n'-E_m)=\langle m|H_i-H_t|m\rangle=\langle m|U_i-U_t|m\rangle.$$

From the two parabolas,
$$U_i-U_t=E_{th}+E_R(q^2-2q+1)-E_Rq^2=E_{th}+E_R-2E_Rq.$$

Every vibrational state of the full trap is centred on $q=0$, so $\langle q\rangle=0$ and the mean is $E_{th}+E_R$ at any temperature. Numerical diagonalisation of both curves, followed by a sum over the lines, gives 1.3724 eV at 0 K and at 300 K, in agreement.

The spread follows in the same way. Because $(H_i-E_m)|m\rangle=(U_i-U_t)|m\rangle$, the mean square photon energy is $\langle m|(U_i-U_t)^2|m\rangle$. Subtracting the squared mean and averaging over the thermally populated states $|m\rangle$ leaves
$$\sigma^2=4E_R^2\langle q^2\rangle.$$

For a harmonic oscillator the mean potential energy is half the mean total energy. With phonon energy $\hbar\omega$,
$$E_R\langle q^2\rangle=\frac{\hbar\omega}{4}\coth\frac{\hbar\omega}{2kT}
\quad\Rightarrow\quad
\sigma^2=E_R\hbar\omega\coth\frac{\hbar\omega}{2kT}.$$

For $\hbar\omega=0.10$ eV and 300 K this gives $\sigma=0.197$ eV, and the line sum agrees. Zero-point motion supplies most of this width, since $kT=0.026$ eV is well below $\hbar\omega$. In the opposite limit, $kT\gg\hbar\omega$, the variance tends to $2E_RkT$.

A photon of less than $E_{opt}$ can therefore ionise the trap. At 0 K the lowest possible line joins the two vibrational ground states. Their zero-point energies are equal and cancel, so this zero-phonon line lies at $E_{th}$. To find its weight, use $x=q\sqrt{2S}$ with $S=E_R/\hbar\omega$, for which $U_t=\hbar\omega x^2/2$. The ground states are the Gaussians $\pi^{-1/4}e^{-x^2/2}$ and the same function displaced by $d=\sqrt{2S}$. The exponent of their product is
$$-\frac{x^2}{2}-\frac{(x-d)^2}{2}=-\left(x-\frac d2\right)^2-\frac{d^2}{4}.$$

The overlap integral is $e^{-d^2/4}$, and the weight is its square, $e^{-d^2/2}=e^{-S}$. Here $S=3.72$ and the weight is 0.024. Thermal ionisation energy is thus the weak onset of the cold spectrum; the vertical energy is its mean. At higher temperature, lines that start from excited vibrations can lie below $E_{th}$.

These weights describe transitions to the band edge. A measured photoionisation spectrum also contains electrons with kinetic energy in the band, with an electronic strength that depends on that energy. A cross-section also carries a factor of the photon energy: weighting the lines by $E$ or by $1/E$ moves the 300 K mean up or down by about 0.03 eV, a factor of 3 in the Boltzmann factor. A threshold must be extracted with these contributions in mind. For the model at 300 K, simple power-law fits to the broadened edge return anything from about 1.1 to 1.4 eV, depending on the assumed band law and the range fitted.

## Why heat does not pay the extra energy

Thermal equilibrium compares all the vibrational states of a full trap with all those of an empty one. Let $Z_t$ and $Z_i$ be their lattice partition functions, and measure the chemical potential $\mu$ from the band edge. A full trap has an extra electron and hence an extra weight $e^{\mu/kT}$. Leaving electronic degeneracies in a constant $g$,
$$\frac{N_{empty}}{N_{full}}=g\,\frac{Z_i}{Z_t}\,e^{-\mu/kT}.$$

For a dilute gas of free carriers, $n=N_ce^{\mu/kT}$, where $N_c$ is the effective density of band states. Multiplication removes $\mu$:
$$n\,\frac{N_{empty}}{N_{full}}=gN_c\frac{Z_i}{Z_t}.$$

The two oscillators have equal level spacings, and every level of the empty trap is higher by $E_{th}$ than its partner. A factor $e^{-E_{th}/kT}$ therefore comes out of the sum:
$$\frac{Z_i}{Z_t}=e^{-E_{th}/kT}.$$

The strained lattice at $q=0$ is included among the configurations of the empty trap, but it has no special status. Partition functions summed from the computed levels at 300 K return an energy of 1.0000 eV, not 1.3724 eV.

If $E_{opt}$ is put in place of $E_{th}$, with $N_{empty}/N_{full}$ held fixed, the carrier density is underestimated by the factor $e^{E_R/kT}$. It is $1.8\times10^6$ at 300 K and $9.2\times10^4$ at 378 K. The fixed ratio matters: if the occupation also responds to the supposed depth, the error in $n$ is different.

## An emission rate is another quantity

Experiments often obtain a trap energy from the slope of the logarithm of an emission rate against $1/T$. This slope need not equal $E_{th}$. In equilibrium, emission and capture balance, so the ratio of their rate coefficients is $nN_{empty}/N_{full}=gN_ce^{-E_{th}/kT}$. Any temperature dependence of capture, or of $N_c$, therefore enters the emission slope.

Consider emission to the band edge in which vibrations supply all the energy. If the nuclei were classical, they would have to reach the point where the curves cross:
$$E_Rq^2=E_{th}+E_R(q-1)^2
\quad\Rightarrow\quad q_x=\frac{E_{th}+E_R}{2E_R}.$$

The energy there is
$$E_x=E_Rq_x^2=\frac{(E_{th}+E_R)^2}{4E_R}=\frac{E_{opt}^2}{4E_R}.$$

In the example $q_x=1.84$ and $E_x=1.264$ eV. This is below $E_{opt}$, but that order is not general. The condition $E_x<E_{opt}$ means $E_{opt}<4E_R$, or $E_{th}<3E_R$. Here $3E_R=1.117$ eV, so the condition is met with little to spare. For a trap deeper than $3E_R$, the classical crossing lies above the vertical optical energy. An activation energy above $E_{opt}$ would not contradict $E_{opt}\ge E_{th}$, but the condition $E_{th}>3E_R$ is not enough to produce one, because the weak-coupling emission slope derived below stays under $E_x$. With the same $E_R$ and $\hbar\omega$, the slope for $E_{th}=1.2$ eV never reaches $E_{opt}$, and for $E_{th}=2.0$ eV it does so only above roughly 800 K.

Assume weak electronic coupling between the two states, as the quantum sum below also does; for these nested curves stronger coupling suppresses jumps by slow nuclei and can lift the classical slope above $E_x$, to about 1.29 eV at 300 K for a coupling of 0.1 eV. The flux through the crossing grows with velocity and the chance of a jump falls inversely with it, so the classical rate is proportional to the probability density at $q_x$, which is $\sqrt{E_R/(\pi kT)}\,e^{-E_x/kT}$. With $\beta=1/kT$, its logarithm contains $\tfrac12\ln\beta-\beta E_x$, so the slope is
$$-\frac{d\ln W}{d\beta}=E_x-\frac{kT}{2}.$$

Quantum nuclei behave differently when $kT\ll\hbar\omega$. Energy conservation pairs level $n$ of the empty trap with level $m=n+10$ of the full trap, because $E_{th}/\hbar\omega=10$. The rate is
$$W\propto\frac{\sum_n|\langle n|n+10\rangle|^2e^{-\beta(n+10)\hbar\omega}}{\sum_me^{-\beta m\hbar\omega}}.$$

Differentiating its logarithm gives the mean vibrational energy of the levels that emit, minus the mean vibrational energy of all full traps. At low temperature the first tends to $10\hbar\omega=E_{th}$ and the second to zero. The slope tends to $E_{th}$. This limit needs a final state at the edge and a whole number of phonons. With one mode and $E_{th}=1.03$ eV, or with a density of final states that vanishes at the edge as $\sqrt{\epsilon}$, the cheapest channel takes 11 phonons and the slope tends to 1.10 eV. The $\sqrt{\epsilon}$ case belongs to a trap that does not attract the electron. The positive empty trap draws the band states towards itself, the strength at the edge stays finite, and for $E_{th}=1.00$ eV the slope again tends to $E_{th}$.

The sum gives 1.008 eV at 300 K. The lowest emitting level, with its zero-point energy of 0.05 eV included, lies at 1.05 eV, below the crossing at 1.264 eV. Classical nuclei with this energy could not pass from one curve to the other, because the curves do not meet there. The quantum transition is possible because the two vibrational wavefunctions have a non-zero overlap, so the nuclei need not climb to the crossing. This is often called nuclear tunnelling, but here no barrier in $q$ separates the two states. The classically allowed range of $n=0$, from $q=0.63$ to $1.37$, lies inside that of $m=10$, $|q|<1.68$. The mismatch is in momentum: at $q=1$ the kinetic energy is 0.68 eV on one curve and 0.05 eV on the other. As a test of the opposite limit, the same sum at $kT=1.0$ eV gives a slope of 0.769 eV, against $1.264-0.500=0.764$ eV from the classical formula. That value of $kT$ is a mathematical limit, not a temperature at which a film could exist.

## The model beside a real film

The parameters are rough typical values for a dense organosilicate low-k film; the trap radius is a model choice. At such a small radius a uniform medium is a crude description. The field at the sphere is 55 to 80 MV/cm, and more than half of $E_R$ comes from the region where it exceeds 10 MV/cm, so a linear response with bulk permittivities is doubtful there. Changing $a$ from 0.25 to 0.40 nm, with the permittivities fixed, changes $E_R$ from 0.45 to 0.28 eV. The sphere also assumes that the trapped electron lies wholly inside $a$. With the mass $m^*=0.5m_e$ and the Coulomb tail used below, a state bound by 1.0 to 1.4 eV has half or more of its charge outside 0.30 nm, and removing this spread-out charge gives $E_R$ of only about 0.2 to 0.3 eV. The same tail holds excited states about 0.2 to 0.4 eV below the band edge, which the two-curve model leaves out. Rearrangement of bonds next to the trap is omitted and adds its own relaxation energy. Disorder spreads the trap depths, and unequal stiffness would alter the line shape and the equilibrium prefactor; through the difference in zero-point energy it would also shift the equilibrium slope, by about 0.01 eV at 300 K for a 20% change in frequency.

The freed electron also polarises the lattice. A rough estimate uses the sphere formula with the radius at which $\hbar^2/(2m^*a^2)=\hbar\omega$. For $m^*=0.5m_e$ this radius is 0.87 nm and the energy is 0.13 eV. If $E_{th}$ is measured to the settled carrier, the mean photon energy also includes this amount, and the mean optical-thermal difference grows from 0.37 to about 0.50 eV. The amount is only about $1.3\hbar\omega$, so it is paid on average, not in every transition: roughly half or more of the weight remains at the lowered edge.

An applied field $F$ brings a further correction, which can be large. An electron leaving the positive trap along the direction in which the field pulls it has potential energy
$$V(r)=-\frac{e^2}{4\pi\varepsilon_0\varepsilon r}-eFr.$$

Its maximum lies where $e^2/(4\pi\varepsilon_0\varepsilon r^2)=eF$. The two terms are then equal, and the barrier is lowered by
$$\Delta=2\sqrt{\frac{e^2}{4\pi\varepsilon_0\varepsilon}\,eF}.$$

At 0.1 MV/cm, $\Delta$ is 0.14 eV with $\varepsilon_s$ and 0.17 eV with $\varepsilon_\infty$. At 1 MV/cm the values are 0.45 and 0.54 eV, larger than $E_R$ itself. Both ionisation energies fall. The lowering is smaller in other directions: averaged over angle with $\varepsilon_s$ at 300 K, the gain in escape corresponds to about 0.09 eV at 0.1 MV/cm and 0.37 eV at 1 MV/cm if the electron leaves along a straight line, and to about 0.07 and 0.33 eV if it diffuses out (Onsager's theory). If the slow permittivity applies to thermal escape and the fast one to optical escape, their difference at 1 MV/cm shrinks by about 0.09 eV. This assignment is not assured: a thermal electron covers the 2.2 nm to the barrier top in about 13 fs at constant thermal speed, and in about 8 fs once its acceleration in the Coulomb well is included, less than the phonon period of 41 fs, and if the fast permittivity applies to both escapes the difference does not change. Zero-field depths should therefore not be compared with depths taken at high field without this correction.

Direct tunnelling can be sized by a triangular barrier, without the Coulomb attraction. The exponent is twice the integral of the decay constant through the barrier:
$$\frac{2}{\hbar}\int_0^{E_{th}/eF}\!\sqrt{2m^*(E_{th}-eFx)}\,dx
=\frac{4\sqrt{2m^*}\,E_{th}^{3/2}}{3\hbar eF}.$$

At 1 MV/cm it is 48.3, compared with $E_{th}/kT=38.7$ at 300 K. Of these two exponents the thermal one is smaller, but the prefactors differ and the Coulomb attraction reduces both exponents. For the same triangular barrier, thermal activation by about 0.7 eV followed by tunnelling gives a combined exponent of 35.0, lower than either. With the Coulomb attraction included, escape over the lowered barrier has the smallest exponent, 21.4 with $\varepsilon_s$ and 17.9 with $\varepsilon_\infty$. This order holds at 1 MV/cm; at 2 MV/cm the exponent for direct tunnelling through the Coulomb barrier, 13.0 or 8.9, is already below that for escape over it, 14.3 or 9.3. All these exponents omit the vibrational overlap. Tunnelling at depth $E_{th}$ joins the two vibrational ground states and carries the weight $e^{-S}$, which turns 48.3 into 52.0. With the overlap and whole phonons included for the Coulomb barrier, the leading channel at both fields is phonon absorption followed by tunnelling: at 1 MV/cm just below the barrier top, with exponent 24.3 or 20.9 against 25.6 or 21.3 for escape over it, and at 2 MV/cm after two phonons, with exponent 15.2 or 11.0.

For trap-controlled bulk leakage at low field, here below about 0.01 to 0.02 MV/cm, where the field enhancement reaches a factor of 2, the energy to use in the equilibrium Boltzmann factor is $E_{th}$. One volt across 100 to 20 nm gives 0.1 to 0.5 MV/cm, where the enhancement runs from about 10 to about $10^4$, so at such fields the field correction must be added. An optical measurement can supply it if the relaxation energy is known, for example from the vibrational width and phonon energy, once this width has been separated from the band contribution to the edge, and where the one-mode model holds and disorder adds little to the width. In an amorphous film this is a real limit: a spread of 0.1 eV in trap depth would raise the inferred $E_R$ from 0.37 to 0.47 eV and the calculated carrier density at 300 K by a factor of about 40. That factor is not the whole effect of disorder. At a fixed overall occupation, a Gaussian spread of 0.1 eV makes the true density about 200 times larger than the single-level value when 1% of the traps are empty, leaves it unchanged when half are empty, and makes it about 200 times smaller when 99% are empty. One value of $E_{th}$ then no longer describes the film. The numerical output below lists the main values for this example.

## Computed values

```
Input fast permittivity: 2.0
Input static permittivity: 2.9
Input trap radius: 0.30 nm
Input thermal depth E_th: 1.00 eV
Input phonon energy: 0.10 eV
Input carrier mass / electron mass: 0.50
Room temperature: 300 K
Hot use temperature: 378 K
Thermal energy kT at room temperature: 0.02585 eV
Constant e^2/(4 pi eps0): 1.4400 eV nm
Slow polarisation fraction: 0.3103
Field energy, lattice unrelaxed: 1.2000 eV
Field energy, lattice relaxed: 0.8276 eV
Franck-Condon energy E_R: 0.3724 eV
Vertical optical energy E_opt: 1.3724 eV
Mean photon energy from levels, 0 K: 1.3724 eV
Mean photon energy from levels, 300 K: 1.3724 eV
Photon wavelength at E_th: 1240 nm
Photon wavelength at E_opt: 903 nm
Mean radiative-capture photon: 0.6276 eV
Stokes shift: 0.7448 eV
Huang-Rhys factor S: 3.724
Zero-phonon weight at 0 K: 0.0241
Absorption standard deviation, 300 K: 0.1971 eV
Energy from partition-function ratio: 1.0000 eV
Population error factor, 300 K: 1.80e+06
Population error factor, 378 K: 9.23e+04
Crossing coordinate q: 1.843
Classical crossing energy E_x: 1.2644 eV
Limit 3 E_R for E_x below E_opt: 1.1172 eV
Emission Arrhenius slope, 300 K: 1.0080 eV
Classical-limit test kT: 1.0 eV
Slope from levels at test kT: 0.7691 eV
Classical slope E_x - kT/2 at test kT: 0.7644 eV
E_R for trap radius 0.25 nm: 0.4469 eV
E_R for trap radius 0.40 nm: 0.2793 eV
Free-electron polarisation radius: 0.873 nm
Free-electron polarisation energy: 0.1280 eV
Lowering at 0.1 MV/cm, fast permittivity: 0.1697 eV
Lowering at 0.1 MV/cm, static permittivity: 0.1409 eV
Lowering at 1 MV/cm, fast permittivity: 0.5366 eV
Lowering at 1 MV/cm, static permittivity: 0.4457 eV
Tunnelling exponent at 1 MV/cm: 48.3
Thermal exponent E_th/kT, 300 K: 38.7
```
